# A thermostat that stops SCF drift need not sample canonically

**The argument under review.** The manuscript runs Born–Oppenheimer molecular dynamics with one self-consistent-field (SCF) iteration per time step, started from an extrapolated guess. Without a thermostat the total energy rises. The manuscript adds a Langevin thermostat, finds that the drift has gone, and adjusts the bath until the mean kinetic temperature equals the target. It concludes: "The thermostat removes the energy that the SCF error puts in, so the trajectory samples the canonical ensemble at the target temperature."

**Assessment.** The observations are sound, but the conclusion does not follow from them. Zero drift says that the total power into the system equals the total power out. A canonical ensemble requires more: every degree of freedom must have the same temperature. If the SCF error heats different modes at different rates, a common friction produces a steady state in which it does not. Two harmonic oscillators suffice to show this.

## Where the heating comes from

Take classical nuclei and independent modes. A mode has coordinate $q$, velocity $v$, mass $m$ and frequency $\omega$, and is coupled to one electronic variable $X$:

$$E(q,X)=\tfrac12 m\omega^2q^2+\tfrac12K(X-aq)^2 .$$

The converged electronic variable minimizes $E$ at fixed $q$, so it is $X^*=aq$. The force used in the dynamics is the derivative at fixed $X$,

$$F=-\frac{\partial E}{\partial q}\bigg|_X=-m\omega^2q+Ka(X-aq).$$

Define $x=X/a$, the error $e=x-q$, and $W^2=Ka^2/m$. Then

$$\frac Fm=-\omega^2q+W^2e .$$

The energy error $\tfrac12Ka^2e^2$ is of second order in $e$, but the force error is of first order. A small energy error therefore does not by itself guarantee a good force.

At step $n$ the guess is the linear extrapolation $2x_{n-1}-x_{n-2}$. In linear response, let each SCF iteration multiply the error by $\lambda$. After $N$ iterations the factor is $\kappa=\lambda^N$, and

$$x_n-q_n=\kappa\,(2x_{n-1}-x_{n-2}-q_n).$$

Inserting $x=q+e$ on both sides gives

$$e_n=\kappa\,(2e_{n-1}-e_{n-2}-\delta^2q_n),\qquad \delta^2q_n=q_n-2q_{n-1}+q_{n-2}.$$

For prescribed nuclear motion, the free solutions $e_n\propto z^n$ obey $z^2-2\kappa z+\kappa=0$. Both roots lie inside the unit circle when $|\kappa|<1$ and $2|\kappa|<1+\kappa$, which means $-\tfrac13<\kappa<1$. I assume this, with $\kappa$ not close to either end of the interval, so that the error follows the nuclear motion after a short transient.

Now let the time step $h$ be short compared with the nuclear motion. Since $2e_{n-1}-e_{n-2}=e_n-\delta^2e_n$, and $e$ is itself of order $h^2$, the term $\delta^2e_n$ is of order $h^4$. Dropping it leaves $(1-\kappa)e_n=-\kappa\,\delta^2q_n$. A Taylor expansion about the current time gives

$$\begin{aligned}
\delta^2q&=q-2\left(q-h\dot q+\tfrac12h^2\ddot q-\tfrac16h^3\dddot q\right)\\
&\quad+\left(q-2h\dot q+2h^2\ddot q-\tfrac43h^3\dddot q\right)+O(h^4)\\
&=h^2\ddot q-h^3\dddot q+O(h^4).
\end{aligned}$$

The cubic term is present because the difference looks backward in time. With $c=\kappa/(1-\kappa)$, the equation of motion becomes

$$\ddot q=-\omega^2q-cW^2h^2\ddot q+cW^2h^3\dddot q .$$

The second term on the right changes the inertia, $m\to m(1+cW^2h^2)$, and does no net work over a cycle. In the third term the leading-order motion $\ddot q=-\omega^2q$ gives $\dddot q=-\omega^2v$. The third term is therefore an acceleration $gv$, with

$$g=-\frac{\kappa}{1-\kappa}\,W^2\omega^2h^3 .$$

For $\kappa<0$ the SCF cycle overshoots the solution, $g$ is positive, and the force error pushes along the velocity. For $\kappa>0$ it acts as friction. At fixed $\kappa$, relative corrections to $g$ are of order $(W^2+\omega^2)h^2$; their coefficient grows like $1/(1-\kappa)$ as $\kappa\to1$.

Without a thermostat, and with the small change of inertia neglected, the energy $\mathcal E=\tfrac12mv^2+\tfrac12m\omega^2q^2$ obeys

$$\frac{d\mathcal E}{dt}=mv(\dot v+\omega^2q)=g\,mv^2 .$$

Over a cycle the kinetic energy averages to half of $\mathcal E$, so $mv^2$ averages to $\mathcal E$ and the averaged energy grows as $d\mathcal E/dt=g\mathcal E$. Even when two modes have the same electronic coupling $W$, the factor $\omega^2$ makes their heating rates differ.

## What the thermostat does

Let temperatures be energies, $k_BT$ written as $T$. A Langevin thermostat with friction $\gamma$ and bath temperature $T_b$ gives, with $B_t$ a standard Wiener process,

$$dq=v\,dt,\qquad dv=\left[-\omega^2q-(\gamma-g)v\right]dt+\sqrt{\frac{2\gamma T_b}{m}}\,dB_t .$$

The noise is matched to $\gamma$, but the net friction is $\gamma-g$. This mismatch is the source of the trouble. I have kept the value of $g$ found for mechanical motion, which presumes weak friction and noise; the numerical check below does not use this replacement.

The second moments follow from the product rule, with the noise adding $2\gamma T_b/m$ to the growth of $\langle v^2\rangle$:

$$\begin{aligned}
\frac{d}{dt}\langle q^2\rangle&=2\langle qv\rangle,\\
\frac{d}{dt}\langle qv\rangle&=\langle v^2\rangle-\omega^2\langle q^2\rangle-(\gamma-g)\langle qv\rangle,\\
\frac{d}{dt}\langle v^2\rangle&=-2\omega^2\langle qv\rangle-2(\gamma-g)\langle v^2\rangle+\frac{2\gamma T_b}{m}.
\end{aligned}$$

In a steady state the first line gives $\langle qv\rangle=0$. The second then gives $\langle v^2\rangle=\omega^2\langle q^2\rangle$, and the third fixes the value. For mode $i$,

$$T_i\equiv m\langle v_i^2\rangle=m\omega_i^2\langle q_i^2\rangle=\frac{\gamma T_b}{\gamma-g_i}.$$

This requires $\gamma>g_i$. If $\gamma<g_i$, the net friction is negative and the oscillation grows despite the thermostat. For $g_i\to0$ at fixed $\gamma$, the bath temperature is recovered.

The drift has indeed stopped. Rearranging the result gives $g_iT_i=\gamma(T_i-T_b)$: the power supplied by the force error equals the net power taken up by the bath. This is a steady flow of heat through the mode, not equilibrium.

## Why adjusting the bath is not a repair

For two modes,

$$\frac{T_2}{T_1}=\frac{\gamma-g_1}{\gamma-g_2},$$

from which $T_b$ has cancelled. Changing the bath temperature scales both mode temperatures together and cannot make them equal.

The size of the error at a correct mean temperature follows from

$$\begin{aligned}
T_2-T_1&=\gamma T_b\,\frac{g_2-g_1}{(\gamma-g_1)(\gamma-g_2)},\\
T_1+T_2&=\gamma T_b\,\frac{2\gamma-g_1-g_2}{(\gamma-g_1)(\gamma-g_2)}.
\end{aligned}$$

With $\bar T=(T_1+T_2)/2$, division gives

$$\frac{T_2-T_1}{\bar T}=\frac{2(g_2-g_1)}{2\gamma-g_1-g_2}.$$

There is one case in which the manuscript's procedure works within this model. If $g_1=g_2=g$, both modes have temperature $\gamma T_b/(\gamma-g)$, and resetting $T_b$ restores the target, up to the change of inertia and the corrections to $g$ neglected here, both of relative order $(W^2+\omega^2)h^2$. The obstacle is unequal heating, not heating as such.

## Would anharmonic coupling help?

The manuscript might reply that real modes exchange energy. Suppose that the heating rates $g_i$ remain constants attached to the two momenta, but let the potential $V(q_1,q_2)$ be arbitrary. The phase-space density $\rho$ then obeys the Fokker–Planck equation

$$\begin{aligned}
\frac{\partial\rho}{\partial t}=\sum_i\Big[&-\frac{p_i}{m_i}\frac{\partial\rho}{\partial q_i}+\frac{\partial V}{\partial q_i}\frac{\partial\rho}{\partial p_i}\\
&+(\gamma-g_i)\frac{\partial(p_i\rho)}{\partial p_i}+\gamma m_iT_b\frac{\partial^2\rho}{\partial p_i^2}\Big].
\end{aligned}$$

Try a canonical density of some temperature $\tau$, $\rho\propto\exp[-(\sum_ip_i^2/2m_i+V)/\tau]$. Its derivatives are $\partial\rho/\partial q_i=-(\partial V/\partial q_i)\rho/\tau$ and $\partial\rho/\partial p_i=-p_i\rho/(m_i\tau)$, so the first two terms cancel. For the others,

$$\frac{\partial(p_i\rho)}{\partial p_i}=\left(1-\frac{p_i^2}{m_i\tau}\right)\rho,\qquad
\frac{\partial^2\rho}{\partial p_i^2}=-\frac{1}{m_i\tau}\left(1-\frac{p_i^2}{m_i\tau}\right)\rho .$$

Hence

$$\frac1\rho\frac{\partial\rho}{\partial t}=\sum_i\left(\gamma-g_i-\frac{\gamma T_b}{\tau}\right)\left(1-\frac{p_i^2}{m_i\tau}\right).$$

This must vanish for all momenta. The coefficient of each $p_i^2$ must then vanish separately, which demands $\gamma-g_i=\gamma T_b/\tau$ for every $i$. One $\tau$ can satisfy this only if all $g_i$ are equal. In this constant-rate model, energy exchange through the potential therefore cannot make the steady state canonical. The argument does not say how large the remaining deviation is.

## A worked case

Take two modes of mass $2000\,m_e$ with round model parameters in atomic units: $\omega_1=0.002$, $\omega_2=0.010$, $W=0.010$ for both, $h=20$ (0.484 fs), $\gamma=5\times10^{-5}$, and $T_b=0.001$ hartree (315.8 K), which is also the target. One SCF iteration with $\lambda=-0.2$ gives $\kappa/(1-\kappa)=-0.2/1.2=-1/6$. Therefore

$$\begin{aligned}
g_1&=\tfrac16(10^{-4})(4\times10^{-6})(8000)=5.33\times10^{-7},\\
g_2&=\tfrac16(10^{-4})(10^{-4})(8000)=1.333\times10^{-5}.
\end{aligned}$$

The fast mode is heated 25 times faster. Without a thermostat its energy doubles in 1.26 ps. With the thermostat,

$$\begin{aligned}
T_1&=\frac{5.000}{5.000-0.053}\times315.8\ \text{K}=319\ \text{K},\\
T_2&=\frac{5.000}{5.000-1.333}\times315.8\ \text{K}=431\ \text{K}.
\end{aligned}$$

The numerical check checks these formulas against the linear map of the complete algorithm: velocity Verlet, extrapolation, unfinished SCF, and a thermostat that acts on the velocity for half a step before and half a step after each Verlet step. With this placement converged SCF gives a kinetic temperature equal to $T_b$; a thermostat placed in the middle of the position update would lower it by the factor $1-\omega^2h^2/4$, which is 1% for mode 2. It solves for the stationary covariance directly, so there is no sampling noise. The kinetic temperatures of the map are 321 K and 432 K.

The small excess over the formula is consistent with the change of inertia neglected above. Here $1+cW^2h^2=1-0.04/6=0.993$. With this inertia, the steady-state condition $\langle v^2\rangle=\omega^2\langle q^2\rangle$ becomes $0.993\langle v^2\rangle=\omega^2\langle q^2\rangle$, which raises the kinetic measure of temperature by 0.7% relative to the positional one. The term $-cW^2h^2\ddot q$ contains the whole acceleration, so with $\mu=1+cW^2h^2$ the net friction and the noise amplitude are also divided by $\mu$. The third moment equation becomes $0=-2(\gamma-g)\langle v^2\rangle/\mu+2\gamma T_b/(m\mu^2)$, or $m\langle v^2\rangle=\gamma T_b/[\mu(\gamma-g)]$. In this continuous-time estimate the positional measure therefore keeps the formula value and the kinetic one lies 0.7% above it. In the map, velocity Verlet multiplies $\langle q^2\rangle$ by $1/(1-\omega^2h^2/4)$ even at converged SCF, by 1.010 for mode 2, so position variances are compared below with their converged-SCF values. For mode 1 this is the excess found, $321.3/319.2=1.007$. For mode 2 the excess is smaller, $432.3/430.6=1.004$. The remaining 0.3% corresponds to a change of $g_2$ by under 1%, which lies within the neglected relative corrections of order $(W^2+\omega^2)h^2=0.08$.

The mean kinetic temperature is 376.8 K, so the manuscript's procedure would now lower the bath. All stationary variances are proportional to $T_b$, and the required bath temperature is $315.8\times315.8/376.8\approx265$ K. The result is:

- mean kinetic temperature: 315.8 K, as desired;
- mode 1: 269 K, about 15% below the target;
- mode 2: 362 K, about 15% above the target.

The gap divided by the mean is 0.294 in the map and 0.297 from the formula. The thermometer is right because two errors cancel in its average.

Configurations are affected as well as velocities. With the original bath, the position variances are 1.011 and 1.360 times their converged-SCF values. Lowering the bath multiplies both by $264.6/315.8=0.838$, giving 0.85 and 1.14. The slow mode, which was nearly right before the adjustment, is now sampled too narrowly.

## What the manuscript should change

The claim of canonical sampling should be withdrawn unless the heating is shown to be negligible or equal for all modes. Kinetic temperatures resolved by mode would expose the fault in the example above, whereas the total energy and the mean temperature do not. Equal kinetic temperatures are necessary for canonical sampling, but they do not prove it.

The direct remedy is a smaller force error. With the original bath, the map gives for mode 2:

- one iteration, $\kappa=-0.2$: 432 K;
- two iterations, $\kappa=0.04$: 296 K;
- three iterations, $\kappa=-0.008$: 320 K.

The second result lies below the bath temperature of 316 K because $\kappa$ has changed sign and the error now damps the motion. The bias thus alternates in sign while its magnitude falls. A shorter time step also helps: at fixed $\kappa$ and $\gamma$, halving $h$ divides $g$ by eight at leading order.

Stronger friction also reduces the part of the bias caused by heating, for which $T_i/T_b-1=g_i/(\gamma-g_i)$. The small kinetic excess caused by the change of inertia remains as long as $\gamma h\ll1$. Ten times the friction, with one SCF iteration and the original bath, brings mode 2 to 326 K. The price is altered dynamics. For an underdamped mode with $g\ll\gamma$, the amplitude decays in a time of about $2/\gamma$, which is now 4000 atomic units, or 97 fs. The period of mode 1 is $2\pi/0.002\approx3140$ atomic units, or 76 fs, so its oscillation is strongly damped within a few periods.

These results concern a Langevin thermostat with the same friction for every mode. Thermostats that act only on the total kinetic energy need a separate analysis, but for them too, a steady total energy and a correct mean temperature would not establish that the modes have equal temperatures.

## Computed values

```
mass of each mode: 2000 m_e
electronic coupling W: 0.010 a.u.
time step h: 20 a.u. = 0.484 fs
SCF error factor per iteration: -0.2
friction gamma: 5.00e-05 a.u.
bath and target temperature: 0.0010 hartree = 315.8 K
-- mode 1, omega = 0.002 a.u.
heating rate, formula: 5.3333e-07 a.u.
heating rate, exact map: 5.4021e-07 a.u.
steady T, formula: 319.2 K
steady T, exact map: 321.3 K
position variance / converged-SCF value: 1.0108
-- mode 2, omega = 0.010 a.u.
heating rate, formula: 1.3333e-05 a.u.
heating rate, exact map: 1.3330e-05 a.u.
steady T, formula: 430.6 K
steady T, exact map: 432.3 K
position variance / converged-SCF value: 1.3602
energy doubling time of mode 2, no thermostat: 1.26 ps
mean kinetic T, original bath: 376.8 K
-- bath retuned to the correct mean
retuned bath: 264.6 K
mean kinetic T: 315.8 K
mode 1 T: 269.3 K
mode 2 T: 362.3 K
gap / mean, exact map: 0.2945
gap / mean, formula: 0.2972
-- original bath, more SCF iterations, mode 2
iterations 1: kappa = -0.200, T = 432.3 K
iterations 2: kappa = 0.040, T = 295.5 K
iterations 3: kappa = -0.008, T = 319.9 K
-- original bath, one SCF iteration, tenfold friction, mode 2
friction: 5.00e-04 a.u.
T, exact map: 326.4 K
T, formula: 324.4 K
```
